# The Screened Madelung Error of Supercell Quasiparticle Gaps, part 2

The quasiparticle gap \(\Delta_L=E(N+1)+E(N-1)-2E(N)\) of an insulator is computed in a periodic supercell of volume \(V\) and linear size \(L\), with a neutralising background. We seek its difference from the infinite-crystal gap \(\Delta_\infty\), for cubic symmetry, clamped nuclei and static electronic dielectric constant \(\epsilon\), in Hartree atomic units. The Ewald potential \(v_E\) defines the Madelung potential \(v_M\propto1/L\):
\[
v_E(\mathbf r)=\frac1r+v_M+\frac{2\pi r^2}{3V}+O(r^4/L^5).\tag{1}
\]
For even, smooth \(F\) and supercell reciprocal vectors \(\mathbf k\),
\[
\Big[\frac1V\sum_{\mathbf k\neq0}-\int\!\frac{d^3k}{(2\pi)^3}\Big]\frac{4\pi F(\mathbf k)}{k^2}=F(0)\,v_M-\frac{2\pi}{3V}\nabla_k^2F(0)+O(L^{-5}).\tag{2}
\]

In a lattice model with one-body Hamiltonian \(H_0\), the interaction is \(V_{ij}=v_E(\mathbf r_i-\mathbf r_j)\) for \(i\ne j\) and \(V_{ii}=U_i+v_M\). An electron is added to, or removed from, a frozen orbital \(\psi\) with eigenvalue \(\varepsilon_c\) or \(\varepsilon_v\); \(P\) projects on the occupied orbitals of one spin:
\[
E(N+1)-E(N)=\varepsilon_c+\Sigma^1_c,\quad E(N-1)-E(N)=-\varepsilon_v-\Sigma^1_v,\quad \Sigma^1=\tfrac12\sum_{ij}V_{ij}(\delta_{ij}-2P_{ij})\psi_i\psi_j.\tag{4}
\]
For \(N_c=n^3\) primitive cells of volume \(\Omega\), mesh wavevectors \(\mathbf q\), bands \(m\) and Bloch vectors \(u_{m,a}\) on sites \(a\),
\[
\Sigma^1_n=\frac1{2N_c}\sum_{\mathbf q}\sum_ms_m\sum_{ab}M_aV_{ab}(\mathbf q)M_b,\qquad M_a=u_{m,a}(\mathbf k_n+\mathbf q)\,u_{n,a}(\mathbf k_n).\tag{5}
\]
Here \(V_{ab}(\mathbf q)\) is the transform of \(V_{ij}\), and its analytic part \(V'\) alone remains at \(\mathbf q=0\). Each carrier shifts the frozen-orbital gap by \(v_M/2\).

The test model is simple cubic, \(a=5\) bohr, \(L=na\), with sites A at the origin and B at \(\frac a2(1,1,1)\), two electrons per cell, and
\[
H_0(\mathbf k)=\begin{pmatrix}-e&f\\f&e\end{pmatrix},\quad e=D+t'\Big(3+\sum_\alpha\cos k_\alpha a\Big),\quad f=-8t\prod_\alpha\cos\frac{k_\alpha a}2,
\]
with \(D=0.05\), \(t'=0.01\), \(t=0.025\), \(U_A=0.6\), \(U_B=0.5\) Ha. The bands are \(\pm E\), with \(e=E\cos\theta\), \(f=E\sin\theta\), \(u_c=(\sin\frac\theta2,\cos\frac\theta2)\), \(u_v=(\cos\frac\theta2,-\sin\frac\theta2)\). Both edges lie at the zone corner, on the mesh for even \(n\). Slopes are fitted with \(c_0+c_1/n+c_3/n^3+c_5/n^5\) through \(n=12,16,20,24\), to a tolerance of 0.3% of \(0.567\) Ha.

## Screening of the Madelung term

The following is taken from the first half. The Ewald potential obeys (1), \(v_E=1/r+v_M+2\pi r^2/3V+\dots\). By (2), a mesh sum whose summand behaves as \(4\pi F(0)/(Vk^2)\) differs from its integral by \(F(0)v_M\), terms of degree zero give \(L^{-3}\), odd terms cancel, and analytic parts give an exponential. Frozen orbitals give (4) and (5), with \(s_m=+1\) for empty and \(-1\) for occupied bands, transition densities \(M_a\), and \(V=v_q\mathbf 1\mathbf 1^T+V'\), where \(v_q=4\pi/(\Omega q^2)\) and \(\mathbf 1=(1,1)^T\). In the two-band model \(v_M=-0.567459/n\) Ha.

Correlation lets the crystal polarise around the carrier. Take first one carrier of charge \(Q=\pm1\) at \(\mathbf r\), with a parabolic band of mass \(m\), in a host whose density fluctuations are harmonic modes, \(\rho_{\mathbf k}=\sum_s\gamma_{\mathbf ks}(b_{\mathbf ks}+b^\dagger_{-\mathbf ks})\), with frequencies \(\omega_{\mathbf ks}\ge\omega_{\min}>0\) independent of the cell size. The self-image energy \(v_M/2\) is that found above for either carrier. With \(v_k=4\pi/k^2\) and \(g_{\mathbf ks}=Qv_k\gamma_{\mathbf ks}/V\),
\[
H=\frac{p^2}{2m}+\frac{v_M}2+\sum_{\mathbf k\ne0,s}\Big[\omega_{\mathbf ks}b^\dagger_{\mathbf ks}b_{\mathbf ks}+g_{\mathbf ks}b_{\mathbf ks}e^{i\mathbf k\cdot\mathbf r}+g^*_{\mathbf ks}b^\dagger_{\mathbf ks}e^{-i\mathbf k\cdot\mathbf r}\Big].
\]
The couplings are tied to the dielectric function. For a charge fixed at the origin, completing the square in \(\omega b^\dagger b+gb+g^*b^\dagger=\omega(b^\dagger+g/\omega)(b+g^*/\omega)-|g|^2/\omega\) gives the energy \(-|g|^2/\omega\) per mode. In linear response the same energy is half the charge times the induced potential, and the induced potential at wavevector \(\mathbf k\) is \((1/\epsilon(\mathbf k)-1)v_kQ/V\) by the definition of \(1/\epsilon(\mathbf k)\) as total over external potential. Hence
\[
\sum_s\frac{|g_{\mathbf ks}|^2}{\omega_{\mathbf ks}}=\frac{v_k}{2V}\Big(1-\frac1{\epsilon(\mathbf k)}\Big),\tag{6}
\]
independent of the sign of \(Q\). The modes are those of the interacting host, so \(\epsilon=\lim_{k\to0}\epsilon(\mathbf k)\) is the macroscopic constant.

In the imaginary-time path integral the modes enter as Gaussian variables driven linearly by the path \(\mathbf r(\tau)\). For a Gaussian variable \(\langle e^{-X}\rangle=e^{\langle X^2\rangle/2}\), and \(\langle b(\tau)b^\dagger(\tau')\rangle=e^{-\omega(\tau-\tau')}\) for \(\tau>\tau'\) in the ground state, so the modes leave the action
\[
S=S_0+\frac{\beta v_M}2-\frac12\int_0^\beta\!\!\int_0^\beta d\tau\,d\tau'\sum_{\mathbf k\neq0,s}|g_{\mathbf ks}|^2e^{-\omega_{\mathbf ks}|\tau-\tau'|}e^{i\mathbf k\cdot(\mathbf r(\tau)-\mathbf r(\tau'))}.
\]
For a fixed charge \(\int d\tau'e^{-\omega|\tau-\tau'|}=2/\omega\) returns \(-\beta|g|^2/\omega\), as it must. Neglect the dispersion of the modes for the moment, so that \(|g_{\mathbf ks}|^2=\frac12\omega_s\lambda_sv_k/V\), where (6) requires \(\sum_s\lambda_s=1-1/\epsilon\). The sum over \(\mathbf k\) is then the Ewald potential, and the last term is \(-\frac12\iint K(\tau-\tau')\,v_E(\mathbf r(\tau)-\mathbf r(\tau'))\) with \(K(\tau)=\sum_s\frac12\lambda_s\omega_se^{-\omega_s|\tau|}\) and \(\int K\,d\tau=1-1/\epsilon\). Insert (1). The \(1/r\) term is the action of the infinite crystal. The term \(v_M\) does not depend on the path and contributes \(-\frac12\beta(1-1/\epsilon)v_M\) for large \(\beta\). A path-independent term multiplies the path integral by a constant, and \(E=-\lim\beta^{-1}\ln Z\) shifts by its coefficient. The quadratic term shifts the energy at first order in \(1/V\) by \(-\frac{\pi}{3V}\int K(\tau)\langle|\mathbf r(\tau)-\mathbf r(0)|^2\rangle d\tau\). This is finite if the mean square displacement grows no faster than a power of \(|\tau|\) (for a free particle it is \(3|\tau|/m\)), because \(K\) decays exponentially. Displacements of order \(L\), where (1) fails, have for a free particle the weight \(e^{-\omega\tau-mL^2/2\tau}\le e^{-L\sqrt{2m\omega}}\), which gives the size \(1/\sqrt{2m\omega}\) that \(L\) must exceed. Dispersion multiplies \(v_k\) by factors \(1+O(k^2)\), of relative degree two, and by (2) adds \(O(1/V)\). Collecting terms,
\[
E_L-E_\infty=\frac{v_M}2-\Big(1-\frac1\epsilon\Big)\frac{v_M}2+O(V^{-1})=\frac{v_M}{2\epsilon}+O(V^{-1}).\tag{7}
\]
No expansion in \(g\) was made, so (7) holds at any coupling strength within this harmonic-host model. The static \(\epsilon\) appears because the constant \(v_M\) is the same wherever the carrier is, so that the host modes see it as a time-independent perturbation. If the nuclei move quantum mechanically, their optical modes join the sum over \(s\), and for \(L\) beyond the larger cloud set by their low frequency \(\epsilon\) becomes the full static constant. Electron and hole together give \(v_M/\epsilon\).

Perturbation theory shows the same result as a cancellation, which can be checked numerically. Take a lattice carrier with band \(2\tau\ell_{\mathbf q}\), \(\ell_{\mathbf q}=3-\sum_\alpha\cos q_\alpha a\), one mode \(\omega_0\), and \(g_{\mathbf q}^2=\frac12\omega_0(1-1/\epsilon_p)\,4\pi/(2a\ell_{\mathbf q}N_c)\), which obeys (6) at small \(q\) because \(2\ell_{\mathbf q}\to q^2a^2\). Let \(w\) be the coupling, \(\mathcal R\) the resolvent on excited states with positive denominators, and \(D_{\mathbf q}=\omega_0+2\tau\ell_{\mathbf q}\), \(D_{\mathbf{qq}'}=2\omega_0+2\tau\ell_{\mathbf q+\mathbf q'}\) the one- and two-boson energies at zero total momentum. Odd orders vanish because \(w\) changes the boson number by one. The Rayleigh–Schrödinger recursion gives \(\psi_1=-\mathcal Rw|0\rangle\), \(\psi_2=-\mathcal Rw\psi_1\), \(\psi_3=-\mathcal R(w\psi_2-E_2\psi_1)\), so \(E_2=-\langle w\mathcal Rw\rangle\) and \(E_4=-\langle w\mathcal Rw\mathcal Rw\mathcal Rw\rangle-E_2\langle w\mathcal R^2w\rangle\). The middle state in the first term holds two bosons and is reached in either order, with amplitude \(gg'(1/D+1/D')\), where \(D=D_{\mathbf q}\), \(D'=D_{\mathbf q'}\); the unordered pair sum is half the ordered one, and for \(\mathbf q=\mathbf q'\) the Bose factor \(\sqrt2\) gives the same expression. Symmetrising the second term in \(\mathbf q,\mathbf q'\),
\[
E_2=-\sum_{\mathbf q}\frac{g^2}{D},\qquad E_4=\frac12\sum_{\mathbf q\mathbf q'}g^2g'^2\Big(\frac1D+\frac1{D'}\Big)\Big[\frac1{DD'}-\frac1{D_{\mathbf{qq}'}}\Big(\frac1D+\frac1{D'}\Big)\Big].
\]
In \(E_2\), \(g^2/D\to\frac12(1-1/\epsilon_p)4\pi/(Vq^2)\), so the shift is \(-\frac12(1-1/\epsilon_p)v_M\), already the whole screening term of (7). In \(E_4\) the bracket equals \((D_{\mathbf{qq}'}-D-D')/(DD'D_{\mathbf{qq}'})\). At \(\mathbf q'=0\), \(D'=\omega_0\) and \(D_{\mathbf{qq}'}=D+\omega_0\), so it vanishes, and likewise at \(\mathbf q=0\). The coefficient \(F(0)\) of each singularity is zero and \(E_4\) has no \(1/L\) term. With \(a=5\) bohr, \(\tau=0.05\), \(\omega_0=0.3\) Ha, \(\epsilon_p=2.5\), the formula for \(E_4\) at \(n=3\) gives \(-2.46442\times10^{-3}\) Ha, and diagonalisation with up to two bosons, extrapolated to weak coupling, \(-2.46441\times10^{-3}\) Ha. The fitted \(1/n\) slope of \(E_2\) is \(0.17024\) Ha, equal to \(\frac12\times0.6\times0.567459\), and \(-0.28373+0.17024=-0.11349\) Ha \(=-0.567459/5\). The fitted slope of \(E_4\) is \(1.5\times10^{-6}\) Ha, against \(-0.1211\) Ha for its second term alone; the test requires less than 1% of the latter.

The carrier in a real crystal is indistinguishable from the electrons that screen it, and it can change band. On-shell GW in the two-band model includes both. The independent-particle response is
\[
\chi^0_{ab}(\mathbf q,i\omega)=-\sum_{\mathbf k}B_aB_b\frac{2\Delta}{\omega^2+\Delta^2},\qquad B_a=\sqrt{2/N_c}\,u_{c,a}(\mathbf k+\mathbf q)u_{v,a}(\mathbf k),
\]
with \(\Delta=E(\mathbf k)+E(\mathbf k+\mathbf q)\); the 2 under the root counts spin, and the fraction is \(-[1/(i\omega-\Delta)-1/(i\omega+\Delta)]\), resonant and antiresonant terms being paired by \(\mathbf k\to-\mathbf k-\mathbf q\). The random-phase screened interaction is \(W=(1-V\chi^0)^{-1}V\), and \(W^c=W-V=-\sum_s\alpha_s\alpha_s^T\,2\Omega_s/(\omega^2+\Omega_s^2)\) in terms of its poles. The vector \(\alpha_s\) is the potential of mode \(s\), and the amplitude for the transition \(n\to m\) with emission of the mode is \(M\cdot\alpha_s/\sqrt{N_c}\). Let \(x=|\varepsilon_m-\varepsilon_n|\). At second order an electron at the conduction edge gains \(-(M\cdot\alpha)^2/(x+\Omega)\) by moving to an empty state \(m\). It also blocks the virtual process of the neutral crystal in which an occupied \(m\) is promoted into the edge state, which had lowered \(E(N)\) by the same expression, so occupied \(m\) enter with a plus sign. A hole at the valence edge gains by moving to an occupied \(m\) and suppresses the promotion of the missing electron to an empty \(m\). All four signs are reproduced by (4) with \(\Sigma^1\) replaced by
\[
\Sigma_n=\frac1{N_c}\sum_{\mathbf q}\sum_ms_m\Big[\tfrac12MVM+I\Big],\qquad I=-\sum_s\frac{(M\cdot\alpha_s)^2}{x+\Omega_s}.\tag{8}
\]
Partial fractions give \(\int_0^\infty d\omega/[(\omega^2+\Omega^2)(\omega^2+x^2)]=\frac{1}{\Omega^2-x^2}\big(\frac\pi{2x}-\frac\pi{2\Omega}\big)=\pi/[2x\Omega(x+\Omega)]\), so \(I=\int_0^\infty\frac{d\omega}\pi MW^c(i\omega)M\,x/(x^2+\omega^2)\). This integral was used for all cells and tested at \(n=4\) against the explicit poles to \(10^{-7}\) Ha. The level omits vertex corrections and self-consistency and is no exact solution of the model.

As \(\mathbf q\to0\) the singular term has \(m=n\) and \(x=O(q^2)\), so \(I\to-\sum_s(M\cdot\alpha_s)^2/\Omega_s=\frac12MW^c(0)M\) with a relative correction \(O(q^2)\), and the bracket in (8) becomes \(\frac12MW(\mathbf q,0)M\). To find \(W\) at small \(q\), write \(W=V+V\chi V\) with \(\chi=\chi^0+\chi^0V\chi\), and let \(\tilde\chi=\chi^0+\chi^0V'\tilde\chi\) be the response without the long-range term. Then \(\chi=\tilde\chi+v_q\tilde\chi\mathbf 1\mathbf 1^T\chi\). Acting on \(\mathbf 1\) from the left, with \(h=\mathbf 1^T\tilde\chi\mathbf 1\), this reads \(\mathbf 1^T\chi=\mathbf 1^T\tilde\chi+v_qh\mathbf 1^T\chi\), so \(\mathbf 1^T\chi=\mathbf 1^T\tilde\chi/\epsilon(\mathbf q)\) with \(\epsilon(\mathbf q)=1-v_qh\). Expanding \(V\chi V\),
\[
W=v_q\Big(1+\frac{v_qh}{\epsilon}\Big)\mathbf 1\mathbf 1^T+\frac{v_q}\epsilon\big(\mathbf 1\mathbf 1^T\tilde\chi V'+V'\tilde\chi\mathbf 1\mathbf 1^T\big)+V'+V'\chi V',
\]
and \(1+v_qh/\epsilon=1/\epsilon\). From the vectors \(u\), \(\sum_aB_a=\sqrt{2/N_c}\sin\frac{\theta(\mathbf k+\mathbf q)-\theta(\mathbf k)}2\), whose leading term \(\frac12\mathbf q\cdot\nabla\theta\) is odd in \(\mathbf k\), while \(B_a\) at \(\mathbf q=0\) is even. So \(\chi^0\mathbf 1=O(q^2)\), the second term of \(W\) has degree zero, and \(h=\mathbf 1^T\chi^0\mathbf 1+O(q^4)\). (Without this symmetry \(\chi^0\mathbf 1=O(q)\); the second term then has the odd degree \(-1\) and cancels, and \(h\) acquires the local-field correction.) With \(\Delta\to2E\) and cubic symmetry,
\[
\epsilon=1+\frac{4\pi}{\Omega}\cdot\frac2{N_c}\sum_{\mathbf k}\Big(\frac12\frac{\partial\theta}{\partial k_x}\Big)^2\frac1{E}.
\]
This gives \(2.35662\), and \(v_q/W\) at small \(q\) along two directions agrees within the tested \(10^{-4}\) relative. At \(\mathbf q=0\) itself \(V=V'\) has the value \(-0.17785\) Ha in the uniform channel \(\mathbf 1/\sqrt2\), but there \(\sum_aB_a=0\), which expresses charge conservation, and the channel does not couple; the charge-transfer channel has \(+0.14293\) Ha, and \(V(\mathbf q)\) was tested to be positive on all other mesh points, so \(1-V\chi^0\) is invertible. The summand of (8) thus tends to \(s_n\cdot\frac1{2\epsilon}\cdot4\pi/(Vq^2)\), and (2) gives \(\Sigma_n(L)-\Sigma_n(\infty)=s_nv_M/2\epsilon\), so
\[
\Delta_L=\Delta_\infty+\frac{v_M}{\epsilon}+O(L^{-3}).
\]
For \(\epsilon\to1\) this is the frozen-orbital result. A metal has \(1/\epsilon=0\) and no gap, and the analyticity used in (2) fails at its Fermi surface. If a band edge misses the mesh, the gap also contains the energy difference between the edge and the most favourable state on the mesh, which is a separate error.

The derivation used the size-independent eigenvalues of \(H_0\) in \(\chi^0\) and in \(x\). Eigenvalues carrying the shift \(v_M\) would put a \(1/L\) term into every \(\Delta\). For the virtual electron–hole pairs of size much below \(L\) that make up the polarisation, the attraction \(-v_E\) contains \(-v_M\) by (1), which cancels that shift; this cancellation belongs to the vertex and was not tested here. The same caution applies to a variational calculation, where the coefficient reflects the screening that the trial function contains: a frozen determinant gives \(v_M\), not \(v_M/\epsilon\).

In the model the predicted slope of the gap is \(-0.567459/2.35662=-0.24079\) Ha per \(1/n\). The four-term fit through \(n=12\) to 24 gives \(-0.24058\), with \(-0.12030\) for the electron and \(-0.12028\) for the hole against \(-0.12040\), within the tolerance used before. For \(n=4\), \(L=20\) bohr, the gap is \(0.35605\) Ha, the correction \(0.24079/4=0.06020\) Ha, and the corrected gap \(\Delta_L-v_M/\epsilon=0.41625\) Ha. For \(n=8\) the sum is \(0.37834+0.03010=0.40844\), and for \(n=24\) it is \(0.39843+0.01003=0.40846\) Ha. The fit with free slope extrapolates to \(0.40846\) Ha, or 11.1 eV; cells up to \(n=40\) with the slope fixed at \(v_M/\epsilon\) move this limit up by \(6\times10^{-6}\) Ha, to \(0.40847\) Ha. Relative to this limit the raw gap is low by 1.43 eV at \(n=4\) and by 0.82 eV at \(n=8\), while the corrected gap is high by 0.21 eV at \(n=4\) and within 0.001 eV at \(n=8\). A form \(g_0+c/n^p\) through \(n=16,20,24\) gives \(p=1.008\) for the raw and \(p=2.958\) for the corrected gap, tested against \(1\pm0.1\) and \(3\pm0.5\). By the leading term alone, a raw error of 0.1 eV needs \(n\approx65.5\), about \(2.8\times10^5\) primitive cells. The raw and corrected gaps of all six cells are listed in the numerical output below.

The corrected gap does not approach its limit monotonically: it is \(0.4084373\), \(0.4084009\) and \(0.4084383\) Ha at \(n=8,12,16\). Passing \(c_0+c_3/n^3+c_5/n^5\) through \(n=16,20,24\) gives \(c_0=0.4084698\), \(c_3=-0.13\), \(c_5=0.6\) Ha and leaves positive residuals of \(2.06\times10^{-4}\) Ha at \(n=8\) and \(4.74\times10^{-6}\) Ha at \(n=12\). The value of \(c_5\) is not converged: with \(\chi^0\) summed on a fixed \(16^3\) mesh and cells up to \(n=40\) it lies between \(-0.3\) and \(-0.45\) Ha, while \(c_3=-0.128\) Ha. At \(n=8\) the residual offsets most of \(c_3/n^3=-2.57\times10^{-4}\) Ha, so the small error there is accidental. The residual falls by a factor of 43 from \(n=8\) to 12. This does not identify its form: the fit absorbs part of any omitted term, and a pure \(1/n^7\) term passed through the same fit leaves residuals in the ratio 44. Besides such powers, an exponential term is expected from the branch point \(E=0\) at complex \(\mathbf k\). On the line \(k_y=k_z=0\), with \(c=\cos k_xa\) and \(\cos^2(k_xa/2)=(1+c)/2\), the condition is \((D+5t'+t'c)^2+32t^2(1+c)=0\), that is \(10^{-4}c^2+0.022c+0.03=0\), and the root nearer \(-1\), written \(c=-\cosh\kappa\), gives \(\kappa=0.838\) per cell. For the mesh average of \(E\), the square-root branch point gives a factor \(n^{-3/2}\) and the Gaussian integral over \(k_y,k_z\) a factor \(n^{-1}\); with \(n^{-5/2}\) divided out, the measured rate between \(n=16\) and 24 is \(0.830\), within the tested 10%. The fits alone do not separate this exponential from the \(1/n^7\) term. Summing \(\chi^0\) on a \(16^3\) mesh in place of the mesh of the cell lowers the corrected gap by \(1.94\times10^{-4}\) Ha at \(n=8\) and \(6.1\times10^{-6}\) Ha at \(n=12\), so most of the residual is the mesh error of \(\chi^0\); the \(1/n^7\) term fitted to larger cells accounts for about \(2\times10^{-5}\) Ha or less at \(n=8\). The correction \(-v_M/\epsilon\) removes the \(1/L\) term only, and at \(n=4\) in this model the remaining error is still 13% of the correction.

## Computed results

```
vM*a sc: Ewald -2.837297, sum-integral -2.837297 Ha bohr
vM*a fcc: Ewald -4.584862, sum-integral -4.584862 Ha bohr
vM*a bcc: Ewald -3.639233, sum-integral -3.639233 Ha bohr
vM*a tetragonal c/a=5: Ewald 1.335723, sum-integral 1.335723 Ha bohr
vM changes sign at c/a = 3.7245
tensor eps=(2,2,5), sc, L*W_M: scaled lattice -0.96816, sum-integral -0.96820 Ha bohr
r^2 coefficient times V along (111): 2.0936, 2pi/3 = 2.0944
model: a=5.0 bohr, D=0.05, tp=0.01, t=0.025, UA=0.6, UB=0.5 Ha
vM for one cell = -0.567459 Ha (vM = this/n)
V(q=0): uniform channel -0.17785, charge transfer 0.14293 Ha
n=4 determinants: E(N+1)-E(N) = 0.213036, E(N-1)-E(N) = 0.255979 Ha
eps (RPA): dipole formula 2.35662, from W(q->0) 2.35662
1/n slope, exchange, conduction edge: fitted 0.00001, predicted 0.00000 Ha
1/n slope, minus exchange, valence edge: fitted -0.56744, predicted -0.56746 Ha
1/n slope, frozen-orbital addition: fitted -0.28372, predicted -0.28373 Ha
1/n slope, frozen-orbital removal: fitted -0.28371, predicted -0.28373 Ha
1/n slope, GW addition: fitted -0.12030, predicted -0.12040 Ha
1/n slope, GW removal: fitted -0.12028, predicted -0.12040 Ha
1/n slope, GW gap: fitted -0.24058, predicted -0.24079 Ha
n= 4 L=20 bohr: gap 0.3560480, |vM|/eps 0.0601985, corrected 0.4162464 Ha
n= 8 L=40 bohr: gap 0.3783381, |vM|/eps 0.0300992, corrected 0.4084373 Ha
n=12 L=60 bohr: gap 0.3883347, |vM|/eps 0.0200662, corrected 0.4084009 Ha
n=16 L=80 bohr: gap 0.3933887, |vM|/eps 0.0150496, corrected 0.4084383 Ha
n=20 L=100 bohr: gap 0.3964139, |vM|/eps 0.0120397, corrected 0.4084536 Ha
n=24 L=120 bohr: gap 0.3984273, |vM|/eps 0.0100331, corrected 0.4084604 Ha
mesh error rate per cell: branch point 0.8380, measured from mean band energy 0.8301
decay exponent (n=16,20,24): raw gap 1.008, corrected gap 2.958
corrected gap fit: limit 0.4084698, 1/n^3 -0.1316, 1/n^5 0.61 Ha
residual beyond these powers: n=8 2.06e-04, n=12 4.74e-06 Ha; 1/n^3 term at n=8 -2.57e-04 Ha
extrapolated gap (free slope) = 0.408464 Ha = 11.115 eV
n=4 error: raw -1.4263 eV, corrected 0.2118 eV
n=8 error: raw -0.8198 eV, corrected -0.0007 eV
raw error 0.1 eV needs n = 65.5, i.e. 2.81e+05 cells
polaron: a=5.0 bohr, tau=0.05, w0=0.3 Ha, eps_p=2.5
n=3: E4 formula -2.464420e-03, from diagonalisation -2.464411e-03 Ha
E2 1/n slope: fitted 0.17024, predicted 0.17024 Ha
vM/2 + E2 slope = -0.11349, vM/(2 eps_p) = -0.11349 Ha
E4 1/n slope: total 1.53e-06, renormalisation piece alone -0.1211 Ha
n=24: E2 = -0.11770, E4 = -0.00297 Ha
```
